# Conductivity loss in thick metal films with diffuse surfaces: test program

```python
"""
Surface-scattering loss of a thick metal film with diffuse surfaces.

Result under test:
    1 - sigma_film/sigma_bulk -> tau <vx^2 |vz|> / (d <vx^2>)
x: current direction, z: film normal, d: thickness, tau: relaxation time,
v: band velocity, <...>: Fermi-surface average with weight dS/|v|
(density of states). The surface must have a symmetry that reverses vx
and keeps vz. The transport equation solved numerically is
    vz dg/dz + g/tau = vx,
where g is the shift of the distribution per unit force, a length.
Model tests use dimensionless units; the example uses atomic units inside.
"""
import numpy as np
from scipy.constants import physical_constants, hbar, e, k as k_boltzmann
from scipy.optimize import brentq


def sample_surface(energy, velocity, e_fermi, k_max, n_u=16, n_phi=32):
    """Points of a closed surface along rays; weights equal dS/|v|."""
    x, w = np.polynomial.legendre.leggauss(n_u)
    half, w_half = (x + 1) / 2, w / 2
    u = np.concatenate([-half[::-1], half])
    w_u = np.concatenate([w_half[::-1], w_half])
    phi = (np.arange(n_phi) + 0.5) * 2 * np.pi / n_phi
    U, P = np.meshgrid(u, phi, indexing="ij")
    s = np.sqrt(1 - U**2)
    ray = np.array([s * np.cos(P), s * np.sin(P), U])
    low, high = np.zeros_like(U), np.full_like(U, k_max)
    assert np.all(energy(high * ray) > e_fermi)
    for _ in range(60):
        mid = (low + high) / 2
        inside = energy(mid * ray) < e_fermi
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    radius = (low + high) / 2
    v = velocity(radius * ray)
    slope = (v * ray).sum(axis=0)
    assert slope.min() > 0
    weight = w_u[:, None] * (2 * np.pi / n_phi) * radius**2 / slope
    return v, weight


def solve_film(v, weight, tau, d, p=0.0, steps=1000, rounds=20):
    """March the transport equation; emission follows from flux balance.

    Returns the conductivity ratio, the emitted constant and the largest
    local density of one half of the carriers, the last two scaled.
    """
    vx, vz = v[0], v[2]
    up = vz > 0
    flux = weight * np.abs(vz)
    source = tau * vx
    damping = 1 / (1 + (d / steps) / (tau * np.abs(vz)))
    scale = np.abs(source).max()
    weight_up = weight * up
    entry = np.full_like(vx, 0.3 * scale)   # deliberately wrong start
    for _ in range(rounds):
        g, total, density = entry.copy(), np.zeros_like(vx), 0.0
        for _ in range(steps):
            g = source + (g - source) * damping
            total += g
            density = max(density, abs((weight_up * g).sum()))
        bottom = (flux * g)[~up].sum() / flux[up].sum()
        top = (flux * g)[up].sum() / flux[~up].sum()
        entry = (1 - p) * np.where(up, bottom, top) + p * g[::-1]
    ratio = (weight * vx * total / steps).sum() / (weight * vx * source).sum()
    return ratio, bottom / scale, density / (scale * weight.sum())


def thick_loss(v, weight, tau, d):
    """Limiting loss; tau may vary over the surface."""
    top = (weight * tau**2 * v[0]**2 * np.abs(v[2])).sum()
    return top / (d * (weight * tau * v[0]**2).sum())


def full_loss(v, weight, tau, d):
    """Loss at any thickness for constant tau."""
    path = tau * np.abs(v[2])
    part = path / d * (1 - np.exp(-d / path))
    return (weight * v[0]**2 * part).sum() / (weight * v[0]**2).sum()


def tight_binding(w_xz=0.0, w_xy=0.0, t_z=0.6):
    def energy(k):
        x, y, z = k
        return (-np.cos(x) - np.cos(y) - t_z * np.cos(z)
                + w_xz * np.sin(x) * np.sin(z)
                + w_xy * np.sin(x) * np.sin(y))

    def velocity(k):
        x, y, z = k
        return np.array([
            np.sin(x) + np.cos(x) * (w_xz * np.sin(z) + w_xy * np.sin(y)),
            np.sin(y) + w_xy * np.sin(x) * np.cos(y),
            t_z * np.sin(z) + w_xz * np.sin(x) * np.cos(z)])
    return energy, velocity


def ellipsoid(masses, e_fermi):
    m = np.array(masses)[:, None, None]
    return sample_surface(lambda k: (k**2 / (2 * m)).sum(axis=0),
                          lambda k: k / m, e_fermi,
                          1.1 * np.sqrt(2 * max(masses) * e_fermi))


# ---- Warped surface: transport solution against a Brillouin-zone sum ----
E_TB = -1.6
v_tb, w_tb = sample_surface(*tight_binding(), E_TB, np.pi)
vz_max = 0.6                       # the surface passes through kz = pi/2
d_thick = 8 * vz_max
ratio_tb, emit_tb, dens_tb = solve_film(v_tb, w_tb, 1.0, d_thick)
loss_tb = 1 - ratio_tb

k1 = (np.arange(100) + 0.5) * np.pi / 100
kx, ky, kz = np.meshgrid(k1, k1, k1, indexing="ij", sparse=True)
shell = np.exp(-0.5 * ((-np.cos(kx) - np.cos(ky) - 0.6 * np.cos(kz)
                        - E_TB) / 0.03)**2)
zone_top = (shell * np.sin(kx)**2 * 0.6 * np.sin(kz)).sum()
zone_loss = zone_top / (shell * np.sin(kx)**2).sum() / d_thick
assert abs(loss_tb / zone_loss - 1) < 5e-3   # finite energy-shell width
speed_tb = np.sqrt((v_tb**2).sum(axis=0))
area_loss = thick_loss(v_tb, w_tb * speed_tb, 1.0, d_thick)

# Elongated velocities, 3:1 along z. The k-space sum knows nothing of
# surface weights; area weighting (dS without 1/|v|) must miss it clearly.
M_Z, E_EL, d_el = 1 / 9, 0.5, 24.0
v_el, w_el = ellipsoid((1.0, 1.0, M_Z), E_EL)
loss_el = 1 - solve_film(v_el, w_el, 1.0, d_el)[0]
q1 = (np.arange(100) + 0.5) * 1.3 / 100
qx, qy, qz = np.meshgrid(q1, q1, q1 / 3, indexing="ij", sparse=True)
shell_el = np.exp(-0.5 * (((qx**2 + qy**2 + qz**2 / M_Z) / 2
                           - E_EL) / 0.02)**2)
sum_el = ((shell_el * qx**2 * qz / M_Z).sum()
          / (shell_el * qx**2).sum() / d_el)
speed_el = np.sqrt((v_el**2).sum(axis=0))
area_el = thick_loss(v_el, w_el * speed_el, 1.0, d_el)
assert abs(loss_el / sum_el - 1) < 5e-3      # finite energy-shell width
assert abs(area_el / sum_el - 1) > 0.10

# Finite-thickness expression and bound on the error of the limit.
d_thin = 1.5 * vz_max
loss_thin = 1 - solve_film(v_tb, w_tb, 1.0, d_thin)[0]
assert abs(loss_thin - full_loss(v_tb, w_tb, 1.0, d_thin)) < 1e-3
d_mid = 3 * vz_max
loss_mid = 1 - solve_film(v_tb, w_tb, 1.0, d_mid)[0]
excess = 1 - loss_mid / thick_loss(v_tb, w_tb, 1.0, d_mid)
assert 0 < excess < np.exp(-3)

# Symmetry: either mirror suffices; a tilted surface emits a nonzero constant.
assert abs(emit_tb) < 1e-8 and dens_tb < 1e-8
v_xy, w_xy = sample_surface(*tight_binding(w_xy=0.2), E_TB, np.pi)
ratio_xy, emit_xy, dens_xy = solve_film(v_xy, w_xy, 1.0, d_thick)
assert abs(emit_xy) < 1e-8 and dens_xy < 1e-8
assert abs((1 - ratio_xy) / thick_loss(v_xy, w_xy, 1.0, d_thick) - 1) < 2e-3
v_t, w_t = sample_surface(*tight_binding(w_xz=0.2), E_TB, np.pi)
emit_tilt = solve_film(v_t, w_t, 1.0, d_thick)[1]
assert abs(emit_tilt) > 0.02

# Partial specularity, and a relaxation time that varies over the surface.
p_test = 0.4
loss_p = 1 - solve_film(v_tb, w_tb, 1.0, d_thick, p=p_test)[0]
assert abs(loss_p / ((1 - p_test) * zone_loss) - 1) < 6e-3
tau_var = 1 / speed_tb
loss_var = 1 - solve_film(v_tb, w_tb, tau_var, 10.0)[0]
assert abs(loss_var / thick_loss(v_tb, w_tb, tau_var, 10.0) - 1) < 2e-3

# ---- Worked example: round parameters, rough regime of an osmium film ----
bohr = physical_constants["Bohr radius"][0]
hartree_ev = physical_constants["Hartree energy in eV"][0]
time_au = physical_constants["atomic unit of time"][0]
speed_au = physical_constants["atomic unit of velocity"][0]
nm, fs = 1e-9 / bohr, 1e-15 / time_au
EF_EV, MASS_A, MASS_C, POCKETS = 1.5, 1.5, 1.0, 4
TAU_FS, D_NM, TEMP = 10.0, 30.0, 300.0
ef, tau, d = EF_EV / hartree_ev, TAU_FS * fs, D_NM * nm

print("INPUT (round model values)")
print(f"Fermi energy {EF_EV} eV, pockets {POCKETS}")
print(f"masses: a {MASS_A}, c {MASS_C} electron masses")
print(f"tau {TAU_FS} fs, thickness {D_NM} nm, T {TEMP} K")
v_a, v_c = np.sqrt(2 * ef / MASS_A), np.sqrt(2 * ef / MASS_C)
print(f"largest velocity along a: {v_a * speed_au:.4g} m/s")
print(f"largest velocity along c: {v_c * speed_au:.4g} m/s")
print(f"tau*V along a: {tau * v_a / nm:.3f} nm")
print(f"tau*V along c: {tau * v_c / nm:.3f} nm")

cases = {"c normal": ((MASS_A, MASS_A, MASS_C), v_c),
         "c in plane": ((MASS_A, MASS_C, MASS_A), v_a)}
saved = {}
for name, (masses, v_n) in cases.items():
    v, w = ellipsoid(masses, ef)
    mean_x2 = (w * v[0]**2).sum() / w.sum()
    mean_x2z = (w * v[0]**2 * np.abs(v[2])).sum() / w.sum()
    assert abs(mean_x2z / mean_x2 / (3 * v_n / 8) - 1) < 1e-4
    dos = POCKETS * 2 * w.sum() / (2 * np.pi)**3
    sigma = dos * tau * mean_x2
    volume = 4 * np.pi / 3 * np.sqrt(np.prod(masses)) * (2 * ef)**1.5
    density = POCKETS * 2 * volume / (2 * np.pi)**3
    assert abs(sigma / (density * tau / MASS_A) - 1) < 1e-4
    rho = hbar * bohr / e**2 / sigma * 1e8      # ohm m to micro-ohm cm
    limit = thick_loss(v, w, tau, d)
    ratio = solve_film(v, w, tau, d)[0]
    full = full_loss(v, w, tau, d)
    assert abs(1 - ratio - full) < 1e-3
    assert 0 < 1 - full / limit < np.exp(-d / (tau * v_n))
    saved[name] = (v, w, limit)
    if name == "c normal":
        print(f"carrier density {density / bohr**3:.3e} m^-3")
        print(f"DOS {dos / hartree_ev / bohr**3:.3e} per eV m^3")
        print(f"bulk resistivity along a {rho:.2f} micro-ohm cm")
    print(f"FILM, {name}, current along a")
    print(f"<vx^2> {mean_x2 * speed_au**2:.4e} m^2/s^2")
    print(f"<vx^2|vz|> {mean_x2z * speed_au**3:.4e} m^3/s^3")
    print(f"their ratio {mean_x2z / mean_x2 * speed_au:.4e} m/s")
    print(f"loss: limit {limit:.5f}, full expression {full:.5f}")
    print(f"loss: transport solution {1 - ratio:.5f}")
    print(f"error bound exp(-d/(tau V)) {np.exp(-d / (tau * v_n)):.4f}")
    print(f"film resistivity {rho / (1 - full):.3f} micro-ohm cm")

v, w, limit = saved["c normal"]
print("THICKNESS, c normal: d, limit loss, full loss")
for d_nm in (5, 10, 20, 60):
    print(f"{d_nm} nm: {thick_loss(v, w, tau, d_nm * nm):.4f}, "
          f"{full_loss(v, w, tau, d_nm * nm):.4f}")

# ---- Sizes of neglected effects for the c-normal film ----
print("NEGLECTED EFFECTS, c normal")
reflect = 0.3
alpha = tau * v_a / d * reflect / (1 - reflect)
x, q = np.polynomial.legendre.leggauss(40)
u = (x + 1) / 2
grain_ratio = (q / 2 * 3 * u**3 / (u + alpha)).sum()
print(f"grains of size d, reflection {reflect}: loss {1 - grain_ratio:.3f}")
p_size = 0.2
print(f"specularity {p_size}: surface loss {(1 - p_size) * limit:.4f}")
sheet = np.array([1.0, 2.0])       # equal DOS, same mean square velocity
spread = (sheet**3).mean() / (sheet**2).mean()**1.5
print(f"two sheets, speeds 1:2: loss times {spread:.3f}")
speed = np.sqrt((v**2).sum(axis=0))
mfp = tau * (w * v[0]**2).sum() / (w * v[0]**2 / speed).sum()
change = thick_loss(v, w, mfp / speed, d) / limit
print(f"constant path {mfp / nm:.3f} nm, not tau: loss times {change:.4f}")
kt = k_boltzmann * TEMP / e / hartree_ev
y = np.linspace(-40, 40, 8001)
window = 0.25 / np.cosh(y / 2)**2 * (y[1] - y[0])


def moment(mu, power):
    return (window * (mu + kt * y)**power).sum()


mu = brentq(lambda m: moment(m, 1.5) - ef**1.5, 0.9 * ef, 1.1 * ef)
thermal = moment(mu, 2) / moment(mu, 1.5) / np.sqrt(ef)
print(f"thermal smearing at fixed density: loss times {thermal:.5f}")
spacing = np.pi * v_c / d * hartree_ev
print(f"largest subband spacing {1000 * spacing:.1f} meV")
print(f"level width hbar/tau {1000 * hartree_ev / tau:.1f} meV")
print(f"occupied subbands per pocket about {MASS_C * v_c * d / np.pi:.0f}")

print("TEST SURFACES (dimensionless)")
print(f"warped, loss: transport {loss_tb:.5f}, zone sum {zone_loss:.5f}")
print(f"warped, area weighting {area_loss:.5f}, "
      f"off by {100 * (area_loss / zone_loss - 1):.2f} %")
print(f"3:1 ellipsoid, loss: transport {loss_el:.5f}, k sum {sum_el:.5f}")
print(f"3:1 ellipsoid, area weighting {area_el:.5f}, "
      f"off by {100 * (area_el / sum_el - 1):.1f} %")
print(f"emitted constant, tilted surface {emit_tilt:.4f}")
print("OK")
```

It prints:

```
INPUT (round model values)
Fermi energy 1.5 eV, pockets 4
masses: a 1.5, c 1.0 electron masses
tau 10.0 fs, thickness 30.0 nm, T 300.0 K
largest velocity along a: 5.931e+05 m/s
largest velocity along c: 7.264e+05 m/s
tau*V along a: 5.931 nm
tau*V along c: 7.264 nm
carrier density 5.006e+28 m^-3
DOS 5.006e+28 per eV m^3
bulk resistivity along a 10.63 micro-ohm cm
FILM, c normal, current along a
<vx^2> 1.1725e+11 m^2/s^2
<vx^2|vz|> 3.1940e+16 m^3/s^3
their ratio 2.7240e+05 m/s
loss: limit 0.09080, full expression 0.09061
loss: transport solution 0.09061
error bound exp(-d/(tau V)) 0.0161
film resistivity 11.693 micro-ohm cm
FILM, c in plane, current along a
<vx^2> 1.1725e+11 m^2/s^2
<vx^2|vz|> 2.6079e+16 m^3/s^3
their ratio 2.2241e+05 m/s
loss: limit 0.07414, full expression 0.07409
loss: transport solution 0.07409
error bound exp(-d/(tau V)) 0.0064
film resistivity 11.484 micro-ohm cm
THICKNESS, c normal: d, limit loss, full loss
5 nm: 0.5448, 0.4023
10 nm: 0.2724, 0.2485
20 nm: 0.1362, 0.1345
60 nm: 0.0454, 0.0454
NEGLECTED EFFECTS, c normal
grains of size d, reflection 0.3: loss 0.110
specularity 0.2: surface loss 0.0726
two sheets, speeds 1:2: loss times 1.138
constant path 6.200 nm, not tau: loss times 0.9460
thermal smearing at fixed density: loss times 1.00049
largest subband spacing 50.1 meV
level width hbar/tau 65.8 meV
occupied subbands per pocket about 60
TEST SURFACES (dimensionless)
warped, loss: transport 0.07750, zone sum 0.07753
warped, area weighting 0.07634, off by -1.53 %
3:1 ellipsoid, loss: transport 0.04687, k sum 0.04692
3:1 ellipsoid, area weighting 0.05643, off by 20.3 %
emitted constant, tilted surface -0.1219
OK
```
